# Summing the leading logarithms at an X-ray absorption edge: a program that tests the result

```python
"""X-ray edge: leading logarithms of the absorption vertex.

Result under test: A(Omega) = rho*(xi/Omega)**(2*g) to leading logarithms.
g = rho*U is the dimensionless attraction of the core hole, rho the local
density of states at the Fermi level, xi = 1/a the band cutoff, and Omega the
energy above threshold. The band is rho*exp(-|energy|*a), one channel.
Numerical work uses a = 1, so the normalized local orbital has rho = 1/2.
F(T) is the imaginary-time absorption response with its threshold exponential
removed. F = (open electron line) * (closed-loop factor).
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1, gamma

# Logarithmic quadrature of the band: accurate for all imaginary times used.
mesh_step = 0.4
positive_levels = np.exp(np.arange(-26.0, 3.7, mesh_step))
levels = np.concatenate((-positive_levels[::-1], positive_levels))
orbital = np.sqrt(0.5 * np.exp(-abs(levels)) * abs(levels) * mesh_step)
n_occupied = len(positive_levels)


def log_responses(g, times):
    """Logs of the absorption response and loop factor, from determinants."""
    hamiltonian = np.diag(levels) - 2.0 * g * np.outer(orbital, orbital)
    energy, vectors = np.linalg.eigh(hamiltonian)
    result = []
    for add_electron in (True, False):
        overlap = vectors[:n_occupied, :]
        if add_electron:
            overlap = np.vstack((overlap, orbital @ vectors))
        m = len(overlap)
        lower, upper = overlap[:, :m], overlap[:, m:]
        mixing = np.linalg.solve(lower, upper)
        log_ground = 2.0 * np.linalg.slogdet(lower)[1]
        gap = energy[:m, None] - energy[None, m:]
        values = []
        for time in times:
            singular = np.linalg.svd(mixing * np.exp(0.5 * time * gap),
                                     compute_uv=False)
            values.append(log_ground + np.log1p(singular**2).sum())
        result.append(values)
    return np.array(result)


# Free response against the analytic band integral.
log_times = np.array([10.0, 11.0, 12.0, 13.0])
times = np.exp(log_times)
free = log_responses(0.0, times)
assert np.allclose(np.exp(free[0]) * 2 * (times + 1), 1.0, atol=1e-4)
assert np.allclose(free[1], 0.0, atol=1e-6)

# Expansion in g of the determinant results.
g_max = 0.06
nodes = np.cos(np.pi * (np.arange(13) + 0.5) / 13)
samples = np.array([log_responses(g_max * x, times) for x in nodes])
open_line = np.exp(samples[:, 0] - samples[:, 1]) * 2 * (times + 1)
vandermonde = np.vander(nodes, 13, increasing=True)
scale = g_max ** np.arange(13)[:, None]
line_terms = np.linalg.solve(vandermonde, open_line) / scale
loop_terms = np.linalg.solve(vandermonde, samples[:, 1]) / scale
log_coefficients = []
for order in (1, 2, 3):
    # The order-th difference in ln T isolates the leading logarithm.
    difference = np.diff(line_terms[order], n=order)[-1]
    log_coefficients.append(difference / factorial(order))
    assert abs(difference / 2**order - 1) < 0.03
assert np.allclose(loop_terms[2], -np.log(1 + times), atol=2e-3)
assert np.all(abs(loop_terms[1]) < 1e-3)

# Second order split into ladder and crossed time orderings.
gauss_x, gauss_w = np.polynomial.legendre.leggauss(60)


def graded_rule(length):
    """Quadrature on [0, length], logarithmically graded at both ends."""
    top = np.log1p(length / 2)
    x = 0.5 * top * (gauss_x + 1)
    points, weights = np.expm1(x), 0.5 * top * gauss_w * np.exp(x)
    return (np.concatenate((points, length - points)),
            np.concatenate((weights, weights)))


ladder, crossed = [], []
for T in times:
    ladder_sum = crossed_sum = 0.0
    for t, weight in zip(*graded_rule(T)):
        s, w = graded_rule(t)
        ladder_sum += weight / (T-t+1) * np.sum(w / ((t-s+1) * (s+1)))
        d, w = graded_rule(T - t)
        crossed_sum -= weight / (T-t+1) * np.sum(w / ((d+1) * (t+d+1)))
    ladder.append((T + 1) * ladder_sum)
    crossed.append((T + 1) * crossed_sum)
ladder, crossed = np.array(ladder), np.array(crossed)
ladder_log2 = np.diff(ladder, n=2)[-1] / 2
crossed_log2 = np.diff(crossed, n=2)[-1] / 2
assert abs(ladder_log2 - 3) < 0.03 and abs(crossed_log2 + 1) < 0.03
assert np.allclose(ladder + crossed, line_terms[2], rtol=1e-4)

# Direct solution of the open-line integral equation at one coupling.
g_line, T_line, n_grid = 0.05, 800.0, 2000
step = T_line / n_grid
grid = (np.arange(n_grid) + 0.5) * step
separation = grid[:, None] - grid[None, :]
kernel = np.sign(separation) / (abs(separation) + 1)
line = np.linalg.solve(np.eye(n_grid) - g_line * step * kernel,
                       1 / (grid + 1))
end_line = (1 / (T_line + 1)
            + g_line * step * np.sum(line / (T_line - grid + 1)))
pair = log_responses(g_line, [T_line])[:, 0]
det_line = 2 * np.exp(pair[0] - pair[1])
assert abs(end_line / det_line - 1) < 3e-3
vertex = line * (grid + 1)
middle, near_start, near_end = n_grid // 2, n_grid // 16, 15 * n_grid // 16


def end_exponent(i):
    shape = np.log(grid / (T_line - grid))
    return (np.log(vertex[i] / vertex[middle])
            / (shape[i] - shape[middle]))


start_power, final_power = end_exponent(near_start), end_exponent(near_end)
assert abs(start_power / g_line - 1) < 0.08
assert abs(final_power / g_line - 1) < 0.08

# Many-electron threshold exponents at very long times.
exponent_rows = []
for g in (0.02, 0.05, 0.10):
    logs = log_responses(g, times[-2:])
    slopes = logs[:, 1] - logs[:, 0]
    phase = np.arctan(np.pi * g) / np.pi
    full_exponent = 1 + slopes[0]
    phase_exponent = 2 * phase - phase**2
    assert abs(full_exponent - phase_exponent) < 2e-4
    assert abs(slopes[1] + phase**2) < 2e-4
    assert abs(full_exponent - 2 * g) < 2 * g**2
    exponent_rows.append((g, 2*g, full_exponent, phase_exponent, -slopes[1]))

# Laplace relation between the time and energy power laws.
g = 0.10
power = 2 * g
# Substitution energy = y**(1/(1-power)) removes the endpoint singularity.
laplace = quad(lambda y: np.exp(-3 * y**(1/(1-power))) / (1-power),
               0, np.inf)[0]
assert abs(laplace / (gamma(1-power) * 3**(power-1)) - 1) < 1e-7

# Worked example in hartree atomic units.
xi, Omega = 0.2, 0.001
rho = 1 / (2 * xi)
U = g / rho
eV = physical_constants["Hartree energy in eV"][0]
L = np.log(xi / Omega)
terms = [(2 * g * L)**n / factorial(n) for n in range(7)]
partial = np.cumsum(terms)
enhancement = (xi / Omega)**(2 * g)
assert abs(partial[-1] / enhancement - 1) < 1e-3
ladder_enhancement = 1 / (1 - g * L)**2
log_pole = brentq(lambda x: g*np.exp(np.exp(x))*exp1(np.exp(x)) - 1, -40, 0)
pole = np.exp(log_pole)
pole_integral = quad(lambda x: np.exp(x-np.exp(x)) / (np.exp(x)+pole),
                     -40, 5, limit=200)[0]
assert abs(g * pole_integral - 1) < 1e-6
assert abs(log_pole + 1/g + np.euler_gamma) < 1e-2
assert times[-2] * pole > 1  # exponents above were measured past this scale

print("Leading-log coefficients of the open line, determinants:")
for n, value in enumerate(log_coefficients, 1):
    print(f" order {n}: {value:.4f}; 2^n/n! = {2**n/factorial(n):.4f}")
print(f"Second order, ladder part: {ladder_log2:.4f}")
print(f"Second order, crossed part: {crossed_log2:.4f}")
print(f"Integral equation: g = {g_line:.2f}, T/a = {T_line:.0f}")
print(f" exponent from start of line: {start_power:.4f}")
print(f" exponent from end of line: {final_power:.4f}")
print(f" line, integral equation / determinants: {end_line/det_line:.5f}")
print(f"Exponents between T/a = {times[-2]:.3e} and {times[-1]:.3e}")
print(" g     2g    many-electron  phase-shift  loop part")
for row in exponent_rows:
    print(f" {row[0]:.2f}  {row[1]:.2f}  {row[2]:.5f}"
          f"        {row[3]:.5f}      {row[4]:.5f}")
print("Worked example")
print(f" coupling g: {g:.2f}")
print(f" cutoff xi: {xi:.3f} hartree = {xi*eV:.3f} eV")
print(f" density of states rho: {rho:.3f} per hartree")
print(f" attraction U: {U:.3f} hartree")
print(f" energy above edge Omega: {Omega:.4f} hartree = {Omega*eV:.4f} eV")
print(f" logarithm L: {L:.4f}")
print(f" 2gL: {2*g*L:.4f}")
for n in range(7):
    print(f" order {n}: term {terms[n]:.5f}, sum {partial[n]:.5f}")
print(f" power-law enhancement A/rho: {enhancement:.5f}")
print(f" leading-log ladder enhancement: {ladder_enhancement:.5f}")
print(f" Gamma(1-2g), beyond leading logs: {gamma(1-2*g):.5f}")
print(f" false ladder binding: {pole*xi:.4e} hartree")
print(f" false ladder binding: {pole*xi*eV:.4e} eV")
print(f" its time scale / a: {1/pole:.4e}")
print("checks complete")
```

Running it gives:

```
Leading-log coefficients of the open line, determinants:
 order 1: 2.0001; 2^n/n! = 2.0000
 order 2: 1.9984; 2^n/n! = 2.0000
 order 3: 1.3382; 2^n/n! = 1.3333
Second order, ladder part: 2.9985
Second order, crossed part: -1.0001
Integral equation: g = 0.05, T/a = 800
 exponent from start of line: 0.0524
 exponent from end of line: 0.0498
 line, integral equation / determinants: 0.99931
Exponents between T/a = 1.628e+05 and 4.424e+05
 g     2g    many-electron  phase-shift  loop part
 0.02  0.04  0.03955        0.03955      0.00040
 0.05  0.10  0.09674        0.09673      0.00246
 0.10  0.20  0.18441        0.18440      0.00939
Worked example
 coupling g: 0.10
 cutoff xi: 0.200 hartree = 5.442 eV
 density of states rho: 2.500 per hartree
 attraction U: 0.040 hartree
 energy above edge Omega: 0.0010 hartree = 0.0272 eV
 logarithm L: 5.2983
 2gL: 1.0597
 order 0: term 1.00000, sum 1.00000
 order 1: term 1.05966, sum 2.05966
 order 2: term 0.56144, sum 2.62111
 order 3: term 0.19831, sum 2.81942
 order 4: term 0.05254, sum 2.87196
 order 5: term 0.01113, sum 2.88309
 order 6: term 0.00197, sum 2.88506
 power-law enhancement A/rho: 2.88540
 leading-log ladder enhancement: 4.52370
 Gamma(1-2g), beyond leading logs: 1.16423
 false ladder binding: 5.0995e-06 hartree
 false ladder binding: 1.3876e-04 eV
 its time scale / a: 3.9220e+04
checks complete
```
